# Natural transition orbitals and the natural occupations of CIS states: a numerical check

```python
"""
Natural transition orbitals (NTOs) of a CIS state.

Result under test: for Psi = sum_ia C[i,a] a_a^+ a_i Phi0 with norm one and
singular values sigma_k of C, the detachment and attachment eigenvalues are
sigma_k^2, and the natural occupations of Psi are 1 - sigma_k^2 (holes) and
sigma_k^2 (particles).  For a spin-adapted singlet with spatial amplitudes S
(norm one, singular values s_k) the spin-summed values are s_k^2,
2 - s_k^2 and s_k^2.

Phi0: reference determinant; i: occupied, a: virtual orbitals.
Density matrices are gamma[p,q] = <a_p^+ a_q>.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo
from pyscf.fci import cistring, direct_spin1

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def fmt(values, digits=4):
    return " ".join(f"{x:.{digits}f}" for x in np.ravel(values))


# ---------- explicit Fock space for small numbers of spin orbitals ----------
def annihilators(n):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    ops = []
    for p in range(n):
        op = np.eye(1)
        for q in range(n):
            factor = parity if q < p else lower if q == p else np.eye(2)
            op = np.kron(op, factor)
        ops.append(op)
    return ops


def fock_states(C, c0=0.0):
    """Return operators, Phi0 and c0*Phi0 + sum C[i,a] a_a^+ a_i Phi0."""
    no, nv = C.shape
    ops = annihilators(no + nv)
    ref = np.zeros(2 ** (no + nv), dtype=complex)
    ref[0] = 1.0
    for i in reversed(range(no)):
        ref = ops[i].T @ ref
    psi = c0 * ref
    for i in range(no):
        for a in range(nv):
            psi = psi + C[i, a] * (ops[no + a].T @ (ops[i] @ ref))
    return ops, ref, psi


def density(ops, bra, ket):
    left = [op @ bra for op in ops]
    right = [op @ ket for op in ops]
    return np.array([[np.vdot(x, y) for y in right] for x in left])


def pair_occupations(C, c0):
    """Occupations predicted when the reference has amplitude c0."""
    s2 = np.linalg.svd(C, compute_uv=False) ** 2
    root = np.sqrt(0.25 - s2 * (1 - s2 - abs(c0) ** 2))
    no, nv = C.shape
    r = len(s2)
    return np.sort(np.concatenate(
        [0.5 + root, 0.5 - root, np.ones(no - r), np.zeros(nv - r)]))


def check_spin_orbital_case(C):
    no, nv = C.shape
    ops, ref, psi = fock_states(C)
    assert abs(np.vdot(psi, psi) - 1) < 1e-12
    U, sig, Vh = np.linalg.svd(C)
    s2 = sig ** 2
    r = len(sig)
    trans = density(ops, ref, psi)
    expected = np.zeros_like(trans)
    expected[:no, no:] = C
    assert np.allclose(trans, expected, atol=1e-12)
    gamma = density(ops, psi, psi)
    # columns of W are the orbital coefficients of hole and particle NTOs
    W = np.zeros((no + nv, no + nv), dtype=complex)
    W[:no, :no] = U.conj()
    W[no:, no:] = Vh.T
    hole = np.ones(no)
    hole[:r] -= s2
    part = np.zeros(nv)
    part[:r] = s2
    rotated = W.T @ gamma @ W.conj()
    assert np.allclose(rotated, np.diag(np.r_[hole, part]), atol=1e-12)
    t_rot = (W.T @ trans @ W.conj())[:no, no:]
    t_diag = np.zeros((no, nv))
    t_diag[:r, :r] = np.diag(sig)
    assert np.allclose(t_rot, t_diag, atol=1e-12)
    occ = np.linalg.eigvalsh(gamma)
    assert np.allclose(occ, np.sort(np.r_[hole, part]), atol=1e-12)
    delta = np.linalg.eigvalsh(gamma - density(ops, ref, ref))
    assert np.allclose(np.sort(-delta[:r]), np.sort(s2), atol=1e-12)
    assert np.allclose(np.sort(delta[-r:]), np.sort(s2), atol=1e-12)
    deficit = np.trace(gamma - gamma @ gamma).real
    assert abs(deficit - 2 * (1 - np.sum(s2 ** 2))) < 1e-12
    assert s2[0] >= np.max(abs(C) ** 2) - 1e-12
    return U, sig, Vh, occ[::-1], deficit


rng = np.random.default_rng(7)
C_random = rng.normal(size=(3, 4)) + 1j * rng.normal(size=(3, 4))
C_random /= np.linalg.norm(C_random)
check_spin_orbital_case(C_random)
c0 = 0.6 * np.exp(0.4j)
ops, ref, psi = fock_states(0.8 * C_random, c0)
gamma = density(ops, psi, psi)
assert np.allclose(gamma[:3, 3:], np.conj(c0) * 0.8 * C_random, atol=1e-12)
assert np.allclose(np.linalg.eigvalsh(gamma),
                   pair_occupations(0.8 * C_random, c0), atol=1e-12)
# one pair plus the reference must be a single determinant
ops, ref, psi = fock_states(np.array([[0.8]]), 0.6)
assert np.allclose(np.linalg.eigvalsh(density(ops, psi, psi)), [0, 1])

C_model = np.array([[0.7, 0.1], [0.5, 0.5]])
U, sig, Vh, occ, deficit = check_spin_orbital_case(C_model)
print("MODEL, two occupied and two virtual spin orbitals")
print("C, row by row:", fmt(C_model, 1))
print("singular values:", fmt(sig))
print("squared singular values:", fmt(sig ** 2))
for k in range(2):
    sign = np.sign(U[0, k])
    print(f"pair {k+1} hole coefficients:", fmt(sign * U[:, k]))
    print(f"pair {k+1} particle coefficients:", fmt(sign * Vh[k]))
print("natural occupations:", fmt(occ))
print("participation ratio:", fmt(1 / np.sum(sig ** 4)))
print("Tr(gamma - gamma^2):", fmt(deficit))
half = np.sqrt(0.5)
ops, ref, psi = fock_states(half * C_model, half)
occ_mixed = np.linalg.eigvalsh(density(ops, psi, psi))
assert np.allclose(occ_mixed, pair_occupations(half * C_model, half))
s2_half = np.linalg.svd(half * C_model, compute_uv=False) ** 2
print("with reference weight:", fmt(half ** 2, 2))
print("  squared singular values of singles:", fmt(s2_half))
print("  natural occupations:", fmt(occ_mixed[::-1]))

# ------------------------------ water, CIS ---------------------------------
bond, angle = 0.96, 104.5
half_angle = np.radians(angle / 2)
y, z = bond * np.sin(half_angle), bond * np.cos(half_angle)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="6-31g", unit="Angstrom", verbose=0)
no = mol.nelectron // 2
h_core = scf.hf.get_hcore(mol)
z_ao = mol.intor("int1e_r")[2]


def singlet_cis(field=0.0):
    """RHF and all singlet CIS roots with field*z added for each electron."""
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 100
    h = h_core + field * z_ao
    mf.get_hcore = lambda *args: h
    mf.kernel()
    assert mf.converged
    mo, eps = mf.mo_coeff, mf.mo_energy
    n = mo.shape[1]
    eri = ao2mo.kernel(mol, mo, compact=False).reshape(n, n, n, n)
    A = (2 * eri[:no, no:, :no, no:]
         - eri[:no, :no, no:, no:].transpose(0, 2, 1, 3))
    dim = no * (n - no)
    A = A.reshape(dim, dim)
    A = A + np.diag((eps[None, no:] - eps[:no, None]).ravel())
    omega, vec = np.linalg.eigh(A)
    return mf, eri, omega, vec


mf, eri, omega, vec = singlet_cis()
mo = mf.mo_coeff
norb = mo.shape[1]
nv = norb - no
fock_mo = mo.T @ mf.get_fock() @ mo
assert np.max(abs(fock_mo[:no, no:])) < 1e-6
h_mo = mo.T @ h_core @ mo
nstr = cistring.num_strings(norb, no)


def determinant_vector(S):
    """Place a singlet CIS state in the full determinant space."""
    ci = np.zeros((nstr, nstr))
    ref_string = (1 << no) - 1
    for i in range(no):
        for a in range(nv):
            string = ref_string ^ (1 << i) ^ (1 << (no + a))
            address = cistring.str2addr(norb, no, string)
            value = (-1) ** (no - 1 - i) * S[i, a] / np.sqrt(2)
            ci[address, 0] = value
            ci[0, address] = value
    return ci


print("WATER, RHF/6-31G and singlet CIS")
print(f"O-H length: {bond:.2f} angstrom; angle: {angle:.1f} degrees")
print(f"occupied, virtual spatial orbitals: {no}, {nv}")
print(f"RHF energy: {mf.e_tot:.6f} hartree")
print("state: energy/eV, two largest s^2, participation ratio")
ratios = []
for n in range(6):
    s2 = np.linalg.svd(vec[:, n].reshape(no, nv), compute_uv=False) ** 2
    ratios.append(1 / np.sum(s2 ** 2))
    print(f"  {n+1}: {omega[n]*HARTREE_EV:.3f}, {fmt(s2[:2])},",
          fmt(ratios[-1]))
mixed = 1 + int(np.argmax(ratios[1:]))

ci_ref = np.zeros((nstr, nstr))
ci_ref[0, 0] = 1.0
unrelaxed_shift = None
for n in (0, mixed):
    S = vec[:, n].reshape(no, nv)
    s2 = np.linalg.svd(S, compute_uv=False) ** 2
    ci = determinant_vector(S)
    # the full Hamiltonian confirms amplitudes, phases and spin coupling
    energy = direct_spin1.energy(h_mo, eri, ci, norb, (no, no))
    assert abs(energy + mol.energy_nuc() - mf.e_tot - omega[n]) < 1e-7
    # with Phi0 on one side only one of the two off-diagonal blocks survives
    for t in direct_spin1.trans_rdm1s(ci_ref, ci, norb, (no, no)):
        block = t[:no, no:] + t[no:, :no].T
        assert np.allclose(block, S / np.sqrt(2), atol=1e-10)
    dm_a, dm_b = direct_spin1.make_rdm1s(ci, norb, (no, no))
    occ_a = np.linalg.eigvalsh(dm_a)
    assert np.allclose(occ_a, np.sort(
        np.r_[1 - s2 / 2, s2 / 2, np.zeros(nv - no)]), atol=1e-10)
    total = dm_a + dm_b
    occ = np.linalg.eigvalsh(total)[::-1]
    predicted = np.sort(np.r_[2 - s2, s2, np.zeros(nv - no)])[::-1]
    assert np.allclose(occ, predicted, atol=1e-10)
    delta = total - np.diag(np.r_[2 * np.ones(no), np.zeros(nv)])
    eig = np.linalg.eigvalsh(delta)
    detach, attach = -eig[:no], eig[::-1][:no]
    assert np.allclose(detach, s2, atol=1e-10)
    assert np.allclose(attach, s2, atol=1e-10)
    deficit = sum(np.trace(d - d @ d) for d in (dm_a, dm_b))
    assert abs(deficit - (2 - np.sum(s2 ** 2))) < 1e-10
    weights = (S ** 2).ravel()
    assert s2[0] >= weights.max() - 1e-12
    if n == 0:
        unrelaxed_shift = np.sum(delta * (mo.T @ z_ao @ mo))
    print(f"STATE {n+1}: {omega[n]:.6f} hartree",
          f"= {omega[n]*HARTREE_EV:.3f} eV")
    print("  largest canonical weights (occupied->virtual):")
    for idx in np.argsort(weights)[::-1][:3]:
        i, a = divmod(int(idx), nv)
        print(f"    {i+1}->{no+a+1}: {weights[idx]:.4f}")
    print("  s^2 from SVD:", fmt(s2, 5))
    print("  detachment:", fmt(detach, 5))
    print("  attachment:", fmt(attach, 5))
    print("  hole-side occupations:", fmt(occ[:no], 5))
    print("  particle-side occupations:", fmt(occ[no:2 * no], 5))
    print("  Tr(gamma - gamma^2), both spins:", fmt(deficit))

# orbital relaxation: derivative of the excitation energy in a weak field
step = 1e-3
omega_plus = singlet_cis(step)[2][0]
omega_minus = singlet_cis(-step)[2][0]
relaxed_shift = (omega_plus - omega_minus) / (2 * step)
assert abs(relaxed_shift - unrelaxed_shift) > 1e-3
print("STATE 1, change of the summed electron z coordinate")
print(f"  unrelaxed density: {unrelaxed_shift:.4f} bohr")
print(f"  energy derivative: {relaxed_shift:.4f} bohr")
print("finished without a failed check")
```

Running it gives:

```
MODEL, two occupied and two virtual spin orbitals
C, row by row: 0.7 0.1 0.5 0.5
singular values: 0.9487 0.3162
squared singular values: 0.9000 0.1000
pair 1 hole coefficients: 0.7071 0.7071
pair 1 particle coefficients: 0.8944 0.4472
pair 2 hole coefficients: 0.7071 -0.7071
pair 2 particle coefficients: 0.4472 -0.8944
natural occupations: 0.9000 0.9000 0.1000 0.1000
participation ratio: 1.2195
Tr(gamma - gamma^2): 0.3600
with reference weight: 0.50
  squared singular values of singles: 0.4500 0.0500
  natural occupations: 0.9770 0.9770 0.0230 0.0230
WATER, RHF/6-31G and singlet CIS
O-H length: 0.96 angstrom; angle: 104.5 degrees
occupied, virtual spatial orbitals: 5, 8
RHF energy: -75.983940 hartree
state: energy/eV, two largest s^2, participation ratio
  1: 9.395, 1.0000 0.0000, 1.0001
  2: 11.326, 1.0000 0.0000, 1.0001
  3: 11.841, 0.9800 0.0165, 1.0409
  4: 13.916, 0.9723 0.0276, 1.0568
  5: 15.492, 0.9704 0.0295, 1.0609
  6: 19.320, 0.9382 0.0315, 1.1337
STATE 1: 0.345272 hartree = 9.395 eV
  largest canonical weights (occupied->virtual):
    5->6: 0.9840
    5->10: 0.0125
    5->13: 0.0029
  s^2 from SVD: 0.99997 0.00003 0.00000 0.00000 0.00000
  detachment: 0.99997 0.00003 0.00000 0.00000 0.00000
  attachment: 0.99997 0.00003 0.00000 0.00000 0.00000
  hole-side occupations: 2.00000 2.00000 2.00000 1.99997 1.00003
  particle-side occupations: 0.99997 0.00003 0.00000 0.00000 0.00000
  Tr(gamma - gamma^2), both spins: 1.0001
STATE 6: 0.709998 hartree = 19.320 eV
  largest canonical weights (occupied->virtual):
    3->7: 0.9359
    5->9: 0.0315
    4->6: 0.0128
  s^2 from SVD: 0.93823 0.03145 0.02873 0.00159 0.00000
  detachment: 0.93823 0.03145 0.02873 0.00159 0.00000
  attachment: 0.93823 0.03145 0.02873 0.00159 0.00000
  hole-side occupations: 2.00000 1.99841 1.97127 1.96855 1.06177
  particle-side occupations: 0.93823 0.03145 0.02873 0.00159 0.00000
  Tr(gamma - gamma^2), both spins: 1.1179
STATE 1, change of the summed electron z coordinate
  unrelaxed density: 1.3444 bohr
  energy derivative: 1.0958 bohr
finished without a failed check
```
